# Decay Length of a Forksheet Channel by Reflection: a numerical check

```python
"""
Result under test: a rectangular forksheet channel (width W, height H, potential
fixed on top, bottom and one side, zero flux on the other side) has the longest
Laplace decay length
    lambda = 1 / sqrt((pi/H)^2 + (pi/(2W))^2),
equal to that of a gate-all-around (GAA) sheet of width 2W and height H.
Axes: x along the channel (source 0, drain L), y from the wall, z from mid-height.
Lengths are in nm unless a name says otherwise. Potentials are deviations from
the long-channel solution, so they vanish on gated faces.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import cg, eigsh
from scipy.optimize import brentq
from scipy import constants as const

# Rough typical inputs for a scaled silicon sheet
H, W, L = 5.0, 20.0, 14.0
drain_step, barrier, temperature = 0.7, 0.3, 300.0
eps_si, eps_ox, eps_wall = 11.7, 3.9, 7.0
t_ox, t_wall, pitch = 1.0, 10.0, 15.0
mass_transport, mass_confinement = 0.19, 0.92
gap_si, density_on_cm3 = 1.12, 1e19


def decay_length(width, height, forksheet):
    ky = np.pi / (2 * width if forksheet else width)
    return 1 / np.hypot(np.pi / height, ky)


def close(a, b, tol):
    return abs(a / b - 1) < tol


def section_modes(eps, sides, h, count=1, metal=None):
    """Finite-volume modes of -div(eps grad u) = eps u / lambda^2.
    sides: D (fixed potential) or N (zero flux) at y low, y high, z low, z high."""
    free = np.ones(eps.shape, bool) if metal is None else ~metal
    number = np.full(eps.shape, -1)
    number[free] = np.arange(free.sum())
    diagonal = np.zeros(eps.shape)
    rows, cols, vals = [], [], []
    for axis in (0, 1):
        e, k, d = (eps, number, diagonal) if axis == 0 else (
            eps.T, number.T, diagonal.T)
        e1, e2, k1, k2 = e[:-1], e[1:], k[:-1], k[1:]
        both = (k1 >= 0) & (k2 >= 0)
        g = np.where(both, 2 * e1 * e2 / (e1 + e2),
                     2 * np.where(k1 >= 0, e1, e2))
        d[:-1] += g
        d[1:] += g
        rows += [k1[both], k2[both]]
        cols += [k2[both], k1[both]]
        vals += [-g[both], -g[both]]
        if sides[2 * axis] == "D":
            d[0] += 2 * e[0]
        if sides[2 * axis + 1] == "D":
            d[-1] += 2 * e[-1]
    size = int(free.sum())
    matrix = sp.coo_matrix(
        (np.concatenate(vals), (np.concatenate(rows), np.concatenate(cols))),
        shape=(size, size)).tocsc() + sp.diags(diagonal[free])
    scale = sp.diags(1 / np.sqrt(eps[free]))
    values, vectors = eigsh((scale @ matrix @ scale / h**2).tocsc(),
                            k=count, sigma=0)
    order = np.argsort(values)
    return 1 / np.sqrt(values[order]), vectors[:, order], free


def sheet_section(width, height, oxide, h, gaa):
    ny, nz, nt = (int(round(s / h)) for s in (width, height, oxide))
    return np.pad(np.full((ny, nz), eps_si), ((nt if gaa else 0, nt), (nt, nt)),
                  constant_values=eps_ox)


def wall_section(oxide, h, neighbour):
    """Sheet joined to half the wall; gate metal fills the gaps between sheets.
    neighbour N: device across the wall in phase; D: in opposition."""
    core = sheet_section(W, H, oxide, h, False)
    gap = (int(round(pitch / h)) - core.shape[1]) // 2
    eps = np.pad(core, ((0, 0), (gap, gap)), constant_values=1.0)
    metal = np.pad(np.zeros(core.shape, bool), ((0, 0), (gap, gap)),
                   constant_values=True)
    n_wall = int(round(t_wall / 2 / h))
    slab = np.full((n_wall, eps.shape[1]), eps_wall)
    eps = np.vstack([slab, eps])
    metal = np.vstack([np.zeros(slab.shape, bool), metal])
    lam, vec, free = section_modes(eps, neighbour + "DNN", h, 1, metal)
    weight = np.zeros(eps.shape)
    weight[free] = vec[:, 0]**2
    return lam[0], weight[n_wall:].sum()


def second_difference(n, left, right):
    main = np.full(n, 2.0)
    main[0] += 1 if left == "D" else -1
    main[-1] += 1 if right == "D" else -1
    return sp.diags([-np.ones(n - 1), main, -np.ones(n - 1)], [-1, 0, 1])


def solve_box(length, width, height, h, wall, screening=0.0):
    """Three-dimensional potential with 1 V on the drain plane, 0 V on the source."""
    nx, ny, nz = (int(round(s / h)) for s in (length, width, height))
    ix, iy, iz = sp.identity(nx), sp.identity(ny), sp.identity(nz)
    matrix = (sp.kron(sp.kron(second_difference(nx, "D", "D"), iy), iz)
              + sp.kron(sp.kron(ix, second_difference(ny, wall, "D")), iz)
              + sp.kron(sp.kron(ix, iy), second_difference(nz, "D", "D"))
              + screening * h**2 * sp.identity(nx * ny * nz)).tocsr()
    source = np.zeros((nx, ny, nz))
    source[-1] = 2.0
    source = source.ravel()
    phi = np.zeros(source.size)
    for _ in range(2):  # second pass refines the first through its residual
        correction, info = cg(matrix, source - matrix @ phi)
        assert info == 0
        phi += correction
    return phi.reshape(nx, ny, nz)


def mode_series(x, y, z, length, width, height):
    """Forksheet potential per volt on the drain plane, as a sum over modes."""
    odd = np.arange(1, 160, 2)
    coeff = 4 / (np.pi * odd) * (-1.0)**((odd - 1) // 2)
    ky, kz = odd * np.pi / (2 * width), odd * np.pi / height
    kappa = np.hypot(ky[:, None], kz[None, :])
    axial = (np.exp(-kappa * (length - x)) * (1 - np.exp(-2 * kappa * x))
             / (1 - np.exp(-2 * kappa * length)))
    terms = np.outer(coeff * np.cos(ky * y), coeff * np.cos(kz * z)) * axial
    return terms.sum(), terms[0, 0]


# Lowest decay lengths from eigenvalues, on different grids
lam_fork = decay_length(W, H, True)
lam_same = decay_length(W, H, False)
num_fork = section_modes(sheet_section(W, H, 0, 0.25, False), "NDDD", 0.25)[0][0]
num_double = section_modes(sheet_section(2 * W, H, 0, 0.2, True), "DDDD", 0.2)[0][0]
num_same = section_modes(sheet_section(W, H, 0, 0.2, True), "DDDD", 0.2)[0][0]
assert close(num_fork, lam_fork, 2e-3) and close(num_double, lam_fork, 2e-3)
assert close(num_same, lam_same, 2e-3) and not close(num_fork, num_same, 0.01)

# Only the even modes of the doubled sheet occur in the forksheet
gaa_lams, gaa_vecs, _ = section_modes(
    sheet_section(14, 5, 0, 0.2, True), "DDDD", 0.2, 6)
parity = [np.sum(v.reshape(70, 25) * v.reshape(70, 25)[::-1]) for v in gaa_vecs.T]
assert np.allclose(np.abs(parity), 1, atol=1e-5)
even_lams = gaa_lams[np.array(parity) > 0][:3]
fork_lams = section_modes(sheet_section(7, 5, 0, 0.25, False), "NDDD", 0.25, 3)[0]
assert parity[0] > 0 and parity[1] < 0
assert np.allclose(even_lams, fork_lams, rtol=5e-3)
assert np.min(np.abs(fork_lams / gaa_lams[1] - 1)) > 0.05

# Axial decay of full three-dimensional solutions, without and with screening
slopes = []
for screening in (0.0, 0.2):
    line = solve_box(25, 5, 5, 0.25, "N", screening)[:, 0, 10]
    slope_length = 4.0 / np.log(line[-41] / line[-57])
    expected = 1 / np.sqrt(decay_length(5, 5, True)**-2 + screening)
    assert close(slope_length, expected, 0.01)
    slopes.append(slope_length)

# Mid-gate potential: three-dimensional solution against the mode series
h3 = 0.25
fork_box = solve_box(L, W, H, h3, "N")[28, 0, 10]
same_box = solve_box(L, W, H, h3, "D")[28, 40, 10]
point = (L / 2 + h3 / 2, h3 / 2, h3 / 2)
assert close(fork_box, mode_series(*point, L, W, H)[0], 0.02)
assert close(same_box, mode_series(*point, L, W / 2, H)[0], 0.02)
fork_full, fork_first = mode_series(L / 2, 0, 0, L, W, H)
same_full, same_first = mode_series(L / 2, 0, 0, L, W / 2, H)

# Gate oxide: slab equation, then forksheet and doubled sheet
k_slab = brentq(lambda k: np.tan(k * H / 2) * np.tan(k * t_ox) - eps_ox / eps_si,
                1e-6, 0.999 * np.pi / H)
slab_num = section_modes(sheet_section(1, H, t_ox, 0.1, False)[:10],
                         "NNDD", 0.1)[0][0]
assert close(slab_num, 1 / k_slab, 5e-3)
ox_fork = section_modes(sheet_section(W, H, t_ox, 0.25, False), "NDDD", 0.25)[0][0]
ox_double = section_modes(sheet_section(2 * W, H, t_ox, 0.2, True),
                          "DDDD", 0.2)[0][0]
assert close(ox_fork, ox_double, 5e-3) and ox_fork > lam_fork

# Real wall: its own mode bounds the joint decay length from below
wall_in, share_in = wall_section(0, 0.25, "N")
wall_out, share_out = wall_section(0, 0.25, "D")
wall_ox, share_ox = wall_section(t_ox, 0.25, "N")
assert wall_in > 0.995 * t_wall / np.pi
assert wall_out > 0.995 * t_wall / (2 * np.pi)

# Mobile charge, linear Boltzmann response
q, hbar = const.e, const.hbar
thermal_volt = const.k * temperature / q
eps_abs = eps_si * const.epsilon_0
inverse_debye2 = (1 / 0.99**2 - 1) / (lam_fork * 1e-9)**2
density_1pct = eps_abs * thermal_volt / q * inverse_debye2 * 1e-6
debye_on = np.sqrt(eps_abs * thermal_volt / (q * density_on_cm3 * 1e6)) * 1e9
lam_on = 1 / np.sqrt(lam_fork**-2 + debye_on**-2)

# Tunnelling exponent, checked by matching waves at a rectangular barrier
kappa_t = np.sqrt(2 * mass_transport * const.m_e * barrier * q) / hbar * 1e-9


def transmission(length, k):
    up, down = np.exp(kappa_t * length), np.exp(-kappa_t * length)
    system = np.array([[1, -1, -1, 0], [-1j * k, -kappa_t, kappa_t, 0],
                       [0, up, down, -1],
                       [0, kappa_t * up, -kappa_t * down, -1j * k]])
    return abs(np.linalg.solve(system, [-1, -1j * k, 0, 0])[3])**2


assert close(np.log(transmission(4, 1.0) / transmission(5, 1.0)), 2 * kappa_t, 1e-3)
tunnel_factor = np.exp(-2 * kappa_t * L)
thermal_factor = np.exp(-barrier / thermal_volt)


# Confinement energy across the sheet height, checked on a grid
def confinement(mass):
    return (hbar * np.pi / (H * 1e-9))**2 / (2 * mass * const.m_e * q)


grid_k2 = np.linalg.eigvalsh(second_difference(100, "D", "D").toarray())[0]
grid_energy = (hbar**2 * grid_k2 / (H * 1e-11)**2
               / (2 * mass_confinement * const.m_e * q))
assert close(grid_energy, confinement(mass_confinement), 1e-3)


def show(label, value, unit="", form=".4f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Sheet height H", H, "nm", ".1f")
show("Forksheet width W", W, "nm", ".1f")
show("Gate length L", L, "nm", ".1f")
show("Drain step", drain_step, "V", ".2f")
show("Temperature", temperature, "K", ".0f")
show("pi/H", np.pi / H, "1/nm")
show("pi/(2W)", np.pi / (2 * W), "1/nm")
show("Lambda forksheet W, formula", lam_fork, "nm")
show("Lambda forksheet W, eigenvalue on grid", num_fork, "nm")
show("Lambda GAA 2W, eigenvalue on grid", num_double, "nm")
show("Lambda GAA W, formula", lam_same, "nm")
show("Lambda GAA W, eigenvalue on grid", num_same, "nm")
for width in (5.0, 10.0, 20.0):
    excess = decay_length(width, H, True) / decay_length(width, H, False) - 1
    show(f"Forksheet excess over GAA of same width {width:.0f} nm",
         100 * excess, "%", ".2f")
print("Test sheet 7 x 5 nm, forksheet lambdas (nm):", np.round(fork_lams, 3))
print("GAA 14 x 5 nm, all lambdas (nm):", np.round(gaa_lams, 3))
print("GAA 14 x 5 nm, parities:", np.round(parity).astype(int))
show("5 x 5 nm forksheet, lambda from 3D slope", slopes[0], "nm")
show("5 x 5 nm forksheet, lambda from formula", decay_length(5, 5, True), "nm")
show("Mid-gate at wall, lowest mode", 1e3 * drain_step * fork_first, "mV", ".2f")
show("Mid-gate at wall, full series", 1e3 * drain_step * fork_full, "mV", ".2f")
show("Mid-gate GAA W centre, lowest mode", 1e3 * drain_step * same_first, "mV", ".2f")
show("Mid-gate GAA W centre, full series", 1e3 * drain_step * same_full, "mV", ".2f")
show("3D grid near wall, mid-gate", 1e3 * drain_step * fork_box, "mV", ".2f")
show("Series at that same grid point",
     1e3 * drain_step * mode_series(*point, L, W, H)[0], "mV", ".2f")
print(f"Relative permittivities Si, oxide, wall: {eps_si}, {eps_ox}, {eps_wall}")
print(f"Oxide, wall thickness, stack pitch: {t_ox}, {t_wall}, {pitch} nm")
show("Lambda wide slab with oxide", 1 / k_slab, "nm", ".3f")
show("Lambda forksheet W with oxide", ox_fork, "nm", ".3f")
show("Lambda GAA 2W with oxide", ox_double, "nm", ".3f")
show("Wall alone, t_wall/pi", t_wall / np.pi, "nm", ".3f")
show("Lambda bare sheet + wall, neighbour in phase", wall_in, "nm", ".3f")
show("  share of mode weight in sheet", 100 * share_in, "%", ".2f")
show("Lambda bare sheet + wall, neighbour opposed", wall_out, "nm", ".3f")
show("  share of mode weight in sheet", 100 * share_out, "%", ".2f")
show("Lambda oxide sheet + wall, in phase", wall_ox, "nm", ".3f")
show("  share of mode weight in sheet and oxide", 100 * share_ox, "%", ".2f")
show("exp(-L/2lambda), ideal forksheet", np.exp(-L / 2 / lam_fork))
show("exp(-L/2lambda), with oxide", np.exp(-L / 2 / ox_fork))
show("Electron density shortening lambda by 1%", density_1pct, "cm^-3", ".2e")
show(f"Lambda at {density_on_cm3:.0e} cm^-3, Boltzmann", lam_on, "nm", ".3f")
print(f"Barrier {barrier} eV; masses {mass_transport} (x), {mass_confinement} (z) m_e")
show("Tunnelling factor through L", tunnel_factor, "", ".1e")
show("Thermal factor over barrier", thermal_factor, "", ".1e")
show("Confinement energy, z mass", 1e3 * confinement(mass_confinement), "meV", ".1f")
show("Confinement energy, x mass", 1e3 * confinement(mass_transport), "meV", ".1f")
show("Axial field scale (barrier+step)/lambda",
     10 * (barrier + drain_step) / lam_fork, "MV/cm", ".2f")
print(f"Band drop {barrier + drain_step:.2f} eV, rough silicon gap {gap_si} eV")
print("success")
```

It prints:

```
Sheet height H: 5.0 nm
Forksheet width W: 20.0 nm
Gate length L: 14.0 nm
Drain step: 0.70 V
Temperature: 300 K
pi/H: 0.6283 1/nm
pi/(2W): 0.0785 1/nm
Lambda forksheet W, formula: 1.5793 nm
Lambda forksheet W, eigenvalue on grid: 1.5809 nm
Lambda GAA 2W, eigenvalue on grid: 1.5803 nm
Lambda GAA W, formula: 1.5440 nm
Lambda GAA W, eigenvalue on grid: 1.5450 nm
Forksheet excess over GAA of same width 5 nm: 26.49 %
Forksheet excess over GAA of same width 10 nm: 8.47 %
Forksheet excess over GAA of same width 20 nm: 2.28 %
Test sheet 7 x 5 nm, forksheet lambdas (nm): [1.5   1.087 0.787]
GAA 14 x 5 nm, all lambdas (nm): [1.5   1.296 1.087 0.914 0.785 0.779]
GAA 14 x 5 nm, parities: [ 1 -1  1 -1  1  1]
5 x 5 nm forksheet, lambda from 3D slope: 1.4284 nm
5 x 5 nm forksheet, lambda from formula: 1.4235 nm
Mid-gate at wall, lowest mode: 13.49 mV
Mid-gate at wall, full series: 10.96 mV
Mid-gate GAA W centre, lowest mode: 12.19 mV
Mid-gate GAA W centre, full series: 10.82 mV
3D grid near wall, mid-gate: 11.90 mV
Series at that same grid point: 11.82 mV
Relative permittivities Si, oxide, wall: 11.7, 3.9, 7.0
Oxide, wall thickness, stack pitch: 1.0, 10.0, 15.0 nm
Lambda wide slab with oxide: 3.153 nm
Lambda forksheet W with oxide: 3.081 nm
Lambda GAA 2W with oxide: 3.081 nm
Wall alone, t_wall/pi: 3.183 nm
Lambda bare sheet + wall, neighbour in phase: 3.329 nm
  share of mode weight in sheet: 0.87 %
Lambda bare sheet + wall, neighbour opposed: 1.749 nm
  share of mode weight in sheet: 20.74 %
Lambda oxide sheet + wall, in phase: 3.722 nm
  share of mode weight in sheet and oxide: 14.86 %
exp(-L/2lambda), ideal forksheet: 0.0119
exp(-L/2lambda), with oxide: 0.1031
Electron density shortening lambda by 1%: 1.36e+17 cm^-3
Lambda at 1e+19 cm^-3, Boltzmann: 1.000 nm
Barrier 0.3 eV; masses 0.19 (x), 0.92 (z) m_e
Tunnelling factor through L: 1.3e-15
Thermal factor over barrier: 9.1e-06
Confinement energy, z mass: 16.3 meV
Confinement energy, x mass: 79.2 meV
Axial field scale (barrier+step)/lambda: 6.33 MV/cm
Band drop 1.00 eV, rough silicon gap 1.12 eV
success
```
